# Reflected-Light Loss from a Thin Carbon Film on a Mirror

## The problem

A mirror for extreme-ultraviolet light of wavelength 13.5 nm has collected a uniform carbon film 2 nm thick. The film's absorption coefficient is 6.5 per micrometre, and the clean mirror reflects a fraction 0.65 of the light falling on it. At normal incidence, what fraction of the reflected light is lost because of the film? Ignore interference and reflection at the film's own surfaces.

The absorption coefficient $\alpha$ refers to intensity: over a short distance $ds$ in carbon, a beam of intensity $I$ loses $\alpha I\,ds$. The film does not scatter, and the mirror beneath it is undamaged.

## A tempting solution

The absorption law is $dI/ds=-\alpha I$. Dividing by $I$ and integrating from the film's upper face gives

$$
\ln\frac{I(s)}{I(0)}=-\alpha s,\qquad I(s)=I(0)e^{-\alpha s}.
$$

The film is $d=2\ \text{nm}=0.002\ \mu\text{m}$ thick, so

$$
\alpha d=(6.5\ \mu\text{m}^{-1})(0.002\ \mu\text{m})=0.013 .
$$

The film transmits $e^{-0.013}=0.98708$ of the light. The loss therefore appears to be $1-0.98708=0.0129$, or 1.29 percent.

## Where it goes wrong

The absorption law and the arithmetic are correct, but they answer a different question. The number 1.29 percent is the loss on the way from the upper face of the film to the mirror. Light that is reflected must also leave through the same film, and it is absorbed again on the way out. The path in carbon is $2d$, not $d$.

The outgoing beam is weaker than the incoming one, but absorption removes a fraction of whatever intensity is present, and that fraction is the same in both directions.

## The right solution

Let $I_0$ be the incident intensity and $R_0$ the clean mirror's reflectance. Follow the light in order:

- On reaching the mirror, its intensity is $I_0e^{-\alpha d}$.
- Just after reflection, it is $R_0I_0e^{-\alpha d}$.
- On leaving the film, it is $R_0I_0e^{-\alpha d}e^{-\alpha d}=R_0I_0e^{-2\alpha d}$.

The reflectance of the contaminated mirror is the last intensity divided by $I_0$:

$$
R_c=R_0e^{-2\alpha d}.
$$

The question asks for the lost fraction of the light that the clean mirror would have reflected. This relative loss is

$$
L=\frac{R_0-R_c}{R_0}=1-e^{-2\alpha d}.
$$

The clean reflectance has cancelled. With $2\alpha d=0.026$,

$$
L=1-e^{-0.026}=1-0.97434=0.0257 .
$$

**The relative loss is about 2.6 percent.**

The drop in reflectance itself is a different quantity, and it does depend on $R_0$:

$$
R_0-R_c=R_0L=0.65\times0.02566=0.0167 .
$$

The reflectance falls from 0.65 to 0.633, which is 1.7 percentage points. Both figures describe the same film; the first is relative to the reflected light, the second to the incident light.

### The linear estimate and the thick film

For a small exponent $x=2\alpha d$, the loss is close to $x$ itself. The error follows from

$$
x-(1-e^{-x})=\int_0^x(1-e^{-t})\,dt .
$$

For $t>0$ the curve $e^{-t}$ lies above its tangent $1-t$, so $0<1-e^{-t}<t$. The integral is therefore positive and smaller than $x^2/2$. Here the linear estimate is 2.60 percent against 2.57 percent. It is too high by 0.0335 percentage points, just inside the bound of 0.0338.

In the opposite limit, $\alpha d\gg1$, the formula gives $L\to1$: no light returns from the mirror. The total reflected light does not vanish, however: it tends to the neglected reflection at the vacuum–carbon surface. For a rough carbon refractive index of 0.962 that surface reflects about 0.04 percent of the incident light. Because the two reflected waves interfere through their amplitudes, the absorption formula can be far off for the total reflected light even before $R_0e^{-2\alpha d}$ has fallen to that level.

### A slightly tilted beam

At an angle of incidence $\theta$, the beam inside the film makes an angle $\theta'$ with the normal, where $\sin\theta=n\sin\theta'$ for a weakly absorbing film of index $n$. One crossing then has length $d/\cos\theta'$, and

$$
L(\theta)=1-\exp\left(-\frac{2\alpha d}{\cos\theta'}\right).
$$

At 6 degrees this gives 2.58 percent. The longer path hardly matters.

## What ignoring interference leaves out

The small surface reflectance of 0.04 percent suggests that interference is negligible too. That inference fails, because interference depends on field amplitudes, not on the intensity of the weak reflection alone. Its size can be found from the wave equations.

Let $z$ increase from the film's upper face, $z=0$, to the mirror, $z=d$. Fields vary in time as $e^{-i\omega t}$, and $k_0=2\pi/\lambda$, where $\lambda$ is the vacuum wavelength. The film has complex index $N=n+ik$. A wave travelling down varies as $e^{ik_0Nz}$, so its intensity varies as $e^{-2k_0kz}$. Hence $\alpha=2k_0k=4\pi k/\lambda$, which gives $k=0.00698$ here.

With the magnetic field $H$ measured in units that make $H=E$ for a downward wave in vacuum, Maxwell's equations at normal incidence are

$$
\frac{dE}{dz}=ik_0H,\qquad \frac{dH}{dz}=ik_0N^2E .
$$

Differentiating the first and inserting the second gives $E''=-k_0^2N^2E$. The solution with given values $E(d)$ and $H(d)$ at the mirror has, at the upper face,

$$
E(0)=E(d)\cos q-\frac{i}{N}H(d)\sin q,
$$

$$
H(0)=H(d)\cos q-iNE(d)\sin q,\qquad q=k_0Nd .
$$

Let $r_0$ be the amplitude reflection coefficient of the clean mirror in vacuum, so that $R_0=|r_0|^2$. An incident wave of unit amplitude gives $E=1+r_0$ and $H=1-r_0$ at its surface; the minus sign appears because $H$ reverses relative to $E$ in an upward wave. The ratio $H/E$ at the mirror is fixed by the mirror alone. Since $E$ and $H$ are continuous, these values can also be used beneath the film, up to a common factor. Above the film the same reasoning gives

$$
r=\frac{E(0)-H(0)}{E(0)+H(0)} .
$$

### A very thin film

To first order in $d$, $\cos q\approx1$ and $\sin q\approx k_0Nd$. Then

$$
E(0)\approx1+r_0-ik_0d(1-r_0),
$$

$$
H(0)\approx1-r_0-ik_0dN^2(1+r_0).
$$

Their difference and sum are

$$
E(0)-H(0)\approx2r_0+ik_0d\,[N^2(1+r_0)-(1-r_0)],
$$

$$
E(0)+H(0)\approx2-ik_0d\,[N^2(1+r_0)+(1-r_0)].
$$

Divide the first by $2r_0$ and the second by 2, then take the quotient to first order. The correction in the denominator changes sign:

$$
\frac{r}{r_0}\approx1+\frac{ik_0d}{2}\left[\frac{N^2(1+r_0)-(1-r_0)}{r_0}+N^2(1+r_0)+(1-r_0)\right].
$$

The terms with $N^2$ combine to $N^2(1+r_0)^2/r_0$, and the others to $-(1-r_0)^2/r_0$. Expanding the squares gives

$$
\frac{r}{r_0}\approx1+\frac{ik_0d}{2}\left[(N^2-1)\left(r_0+\frac1{r_0}\right)+2(N^2+1)\right].
$$

The reflectance ratio is $|r/r_0|^2$, which to first order is one plus twice the real part of the correction. For any complex $w$, $\mathrm{Re}(iw)=-\mathrm{Im}\,w$. Also $\mathrm{Im}\,N^2=2nk$, so the last term contributes $4nkk_0d=2n\alpha d$ to the loss. The wave result is

$$
L_{\text{wave}}\approx2n\alpha d+k_0d\,\mathrm{Im}\left[(N^2-1)\left(r_0+\frac1{r_0}\right)\right].
$$

The first term is the double-pass loss, reduced by the factor $n$. The second is interference. Write $r_0=\rho e^{i\phi}$, with $\rho=\sqrt{R_0}$. Then

$$
r_0+\frac1{r_0}=\left(\rho+\frac1\rho\right)\cos\phi+i\left(\rho-\frac1\rho\right)\sin\phi,
$$

and the interference term becomes

$$
k_0d\left[2nk\left(\frac1\rho+\rho\right)\cos\phi+(1-n^2+k^2)\left(\frac1\rho-\rho\right)\sin\phi\right].
$$

It averages to zero over the mirror phase $\phi$. To first order in $d$, the average therefore agrees with the simple answer apart from the factor $n$. The remaining term is $0.962\times2.60=2.50$ percent. The full wave equations, without the thin-film approximation, give a phase-averaged loss of 2.48 percent, close to the simple 2.57 percent.

For a perfect mirror, $\rho=1$, the sine term vanishes and the loss is $2n\alpha d(1+\cos\phi)$. When $\phi=\pi$, the electric field $1+r_0$ vanishes at the mirror and the first-order loss is zero. When $\phi=0$, the field there is doubled and the loss is twice its average.

### The size of the effect

For the example, $\rho=0.806$, so $1/\rho+\rho=2.05$ and $1/\rho-\rho=0.434$. The material factors are $2nk=0.0134$ and $1-n^2+k^2=0.0746$. The cosine and sine coefficients are therefore 0.0275 and 0.0324, with combined amplitude

$$
\sqrt{0.0275^2+0.0324^2}=0.0425 .
$$

Multiplication by $k_0d=2\pi(2/13.5)=0.931$ gives 0.040, or 4.0 percentage points of relative loss. But $k_0d$ is not small, so the phase changes appreciably across the film.

To correct for this, divide the film into slices and keep only first order in $N^2-1$. A slice at height $h$ above the mirror then sees the mirror through a distance $h$ of vacuum, which replaces $\phi$ by $\phi+2k_0h$. For any constant phase $a$,

$$
\int_0^d\cos(a+2k_0h)\,dh=d\,\frac{\sin k_0d}{k_0d}\cos(a+k_0d).
$$

The amplitude is reduced by $\sin(0.931)/0.931=0.86$, to about 3.4 percentage points. The full wave equations give a half-range of 3.43 percentage points. At fixed $R_0=0.65$, the loss runs from $-0.9$ to 6.0 percent as the mirror phase varies.

A negative loss means that the film raises the reflectance. This creates no energy: the clean mirror reflects only 65 percent of the light, so there is light otherwise absorbed or transmitted that can be redirected.

## Comparison with a real mirror

Mirrors for 13.5 nm are commonly molybdenum/silicon multilayers, with reflectances of roughly 60 to 70 percent. The chosen 0.65 lies in that range. Carbon can grow on them when the light breaks up adsorbed hydrocarbons. The coefficient 6.5 per micrometre is a reasonable rough value for dense carbon; a less dense film absorbs less per nanometre. For such a mirror, interference in the carbon film cannot safely be neglected: the mirror's reflection has a definite phase, so the average over phases need not describe it. An ideal 40-pair stack, calculated with rough optical constants, shows how far this moves the answer. The period is held at 6.91 nm, chosen for the highest clean reflectance with silicon on top. With silicon on top, 2 nm of carbon changes the calculated reflectance from 0.7346 to 0.7368, a relative gain of 0.3 percent. With molybdenum on top, it falls from 0.7471 to 0.7104, a relative loss of 4.9 percent. These are model results without roughness, interdiffusion or a protective cap, all of which can matter in a real mirror.

The film, wavelength and angle are the same in the two stacks. The wave equations let the mirror influence the relative loss through $r_0$ alone, and the two clean reflectances are nearly equal. The large difference between the losses must therefore come mainly from the phase of $r_0$.

The answer of 2.6 percent is thus the double-pass absorption loss, and it is close to the average over mirror phases. To predict the change for one particular multilayer, its reflection phase is needed as well. The numerical output below gives the values for both descriptions.

## Numbers as computed

```
Absorption coefficient: 6.5 per um
Carbon thickness: 2.0 nm = 0.002 um
Clean mirror reflectance (chosen): 0.65
Wavelength: 13.5 nm
One-pass exponent alpha*d: 0.0130
Two-pass exponent 2*alpha*d: 0.0260
One-pass transmission: 0.98708
Two-pass transmission: 0.97434
Relative loss: 0.02566 = 2.57 percent
Loss from numerical integration: 2.5665 percent
Linear estimate: 2.60 percent
Linear estimate minus loss: 0.0335 percentage points
Bound on that error: 0.0338 percentage points
One-pass loss (common mistake): 1.29 percent
Contaminated reflectance: 0.6333
Absolute reflectance loss: 1.67 percentage points
Carbon index n (rough): 0.962
Carbon index k (from alpha): 0.00698
Vacuum-carbon surface reflectance: 0.039 percent
Relative loss at 6 degrees: 2.582 percent
Wave loss, mean over mirror phase: 2.48 percent
Wave loss, lowest over phase: -0.90 percent
Wave loss, highest over phase: 5.97 percent
Half-range due to interference: 3.43 percent
Mo index (rough): 0.923 + 0.0064i
Si index (rough): 0.999 + 0.0018i
Mo/Si pairs: 40, Mo fraction of period: 0.4
Mo/Si period from scan: 6.910 nm
Si on top, clean reflectance: 0.7346
Si on top, reflectance with carbon: 0.7368
Si on top, relative loss: -0.29 percent
Mo on top, clean reflectance: 0.7471
Mo on top, reflectance with carbon: 0.7104
Mo on top, relative loss: 4.92 percent
```
